# Momentum dependence of dipole-dark exciton weights in the dynamic structure factor, part 1

(Sections cited here and not found follow in the second part.)

The inelastic spectrum of an insulator at momentum transfer $\mathbf q=\mathbf Q+\mathbf G$, with $\mathbf Q$ in the first Brillouin zone and $\mathbf G$ a reciprocal lattice vector, is a sum of lines at the energies $E_\lambda(\mathbf Q)$ of the spin-singlet excitons of momentum $\mathbf Q$,

$$S(\mathbf q,\omega)=\sum_\lambda s_\lambda(\mathbf q)\,\delta\big(\omega-E_\lambda(\mathbf Q)/\hbar\big),\qquad s_\lambda(\mathbf q)=\frac{2}{N}\Big|\sum_{vc\mathbf k}A^{\lambda\,*}_{vc\mathbf k}(\mathbf Q)\,\rho_{vc\mathbf k}(\mathbf Q+\mathbf G)\Big|^2,\tag{1}$$

$$\rho_{vc\mathbf k}(\mathbf q)=\langle c,\mathbf k+\mathbf Q|e^{i\mathbf q\cdot\mathbf r}|v,\mathbf k\rangle .\tag{2}$$

The crystal has $N$ cells of volume $\Omega$, a closed-shell ground state, zero temperature and no spin-orbit coupling, and $A^\lambda$ is a normalized eigenvector of the Bethe-Salpeter Hamiltonian in the Tamm-Dancoff approximation with a static screened interaction, long-range exchange included. For $\mathbf G=0$ and $\mathbf q=q\hat{\mathbf n}\to0$, the weight summed over an isolated multiplet of excitons that has no dipole moment is

$$s=\frac{\bar c(\hat{\mathbf n})}{\epsilon_b^2}\,q^4+\dots,\qquad \bar c=\frac2N\,\big|P\rho_2+PH_1R\,\rho_1\big|^2,\tag{3}$$

where $P$ projects on the multiplet at $\mathbf Q=0$, $\rho_1$ and $\rho_2$ are the dipole and second-moment terms of (2), $H_1$ is the term linear in $q$ of the Hamiltonian without long-range exchange, $R$ is the reduced resolvent, and $\epsilon_b$ is the background dielectric function at the exciton energy. If symmetry makes $\bar c$ vanish in every direction, the weight in a crystal with a symmorphic space group is $O(q^{2n})$, where $n$ is the lowest degree of a polynomial in $\mathbf q$ that carries the representation of the multiplet, and in a general direction it starts at that power unless the coefficient vanishes by accident. The power law belongs to $\mathbf G=0$ only: at $\mathbf G\neq0$ a dipole-dark exciton can have finite weight as $\mathbf Q\to0$. Triplets have no weight at any $\mathbf q$, and a singlet has none when the little group of $\mathbf q$ forbids it.

A probe that transfers momentum $\hbar\mathbf q$ to the electrons couples to $\hat\rho^\dagger_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$, and the golden rule defines the dynamic structure factor per cell,

$$S(\mathbf q,\omega)=\frac1N\sum_{\lambda\ne0}\big|\langle\lambda|\hat\rho^\dagger_{\mathbf q}|0\rangle\big|^2\,\delta(\omega-E_\lambda/\hbar),\tag{4}$$

with $E_\lambda$ measured from the ground state. $S$ is in seconds and the weights $s_\lambda$ are dimensionless. Shifting all electrons by a lattice vector $\mathbf R$ multiplies $\hat\rho^\dagger_{\mathbf q}$ by a phase fixed by $\mathbf q\cdot\mathbf R$, and $e^{i\mathbf G\cdot\mathbf R}=1$, so $\hat\rho^\dagger_{\mathbf q}|0\rangle$ has crystal momentum $\mathbf Q$ whatever $\mathbf G$ is. Only excited states of momentum $\mathbf Q$ enter (4).

In the Tamm-Dancoff approximation $|0\rangle$ is the determinant of filled valence states and the excited states are combinations of single pairs $\hat c^\dagger_{c,\mathbf k+\mathbf Q,\sigma}\hat c_{v\mathbf k\sigma'}|0\rangle$. In second quantization $\hat\rho^\dagger_{\mathbf q}=\sum_{mn\sigma}\langle m|e^{i\mathbf q\cdot\mathbf r}|n\rangle\hat c^\dagger_{m\sigma}\hat c_{n\sigma}$. Acting on $|0\rangle$, the label $n$ must be a valence state, and $m$ must be either a conduction state or $n$ itself. The second case returns $|0\rangle$ and is the elastic line left out of (4). The first gives

$$\hat\rho^\dagger_{\mathbf q}|0\rangle\to\sum_{vc\mathbf k}\rho_{vc\mathbf k}(\mathbf q)\sum_\sigma \hat c^\dagger_{c,\mathbf k+\mathbf Q,\sigma}\hat c_{v\mathbf k\sigma}|0\rangle .\tag{5}$$

The Hamiltonian in the pair space follows from the two-body operator $\tfrac12\sum\langle ij|V|kl\rangle \hat c_i^\dagger \hat c_j^\dagger \hat c_l\hat c_k$, normal ordered with respect to $|0\rangle$ so that the mean field is part of the one-particle energies. To take the pair $c'v'$ into the pair $cv$ it must remove $c'$, refill $v'$, empty $v$ and create $c$. One ordering is $\hat c_c^\dagger \hat c_{v'}^\dagger \hat c_v\hat c_{c'}$ with coefficient $\langle cv'|V|c'v\rangle$; it appears twice in the sum, which cancels the factor $\tfrac12$. For $v\ne v'$,

$$\hat c_c^\dagger \hat c_{v'}^\dagger \hat c_v\hat c_{c'}\,\hat c^\dagger_{c'}\hat c_{v'}|0\rangle=\hat c_c^\dagger \hat c_{v'}^\dagger \hat c_v\hat c_{v'}|0\rangle=-\hat c_c^\dagger \hat c_{v'}^\dagger\hat c_{v'}\hat c_v|0\rangle=-\hat c_c^\dagger\hat c_v|0\rangle ,$$

and for $v=v'$ normal ordering writes $\hat c^\dagger_v\hat c_v$ as $-\hat c_v\hat c^\dagger_v$, with the same outcome. This direct term is an attraction. The other ordering exchanges the two annihilators, has the opposite sign and the coefficient $\langle cv'|V|vc'\rangle$. The Bethe-Salpeter equation in the present approximation is defined by using quasiparticle Hamiltonians $h^c$, $h^v$ for the one-particle part, the static screened interaction $W$ in the direct term and the bare Coulomb interaction in the exchange term. Writing each interaction as $(N\Omega)^{-1}\sum_{\mathbf p}u(\mathbf p)e^{i\mathbf p\cdot(\mathbf r-\mathbf r')}$, with $W$ taken to depend on $\mathbf r-\mathbf r'$ alone,

$$K^d_{vc\mathbf k,v'c'\mathbf k'}=\frac1{N\Omega}\sum_{\mathbf p}W(\mathbf p)\langle c,\mathbf k+\mathbf Q|e^{i\mathbf p\cdot\mathbf r}|c',\mathbf k'+\mathbf Q\rangle\langle v'\mathbf k'|e^{-i\mathbf p\cdot\mathbf r}|v\mathbf k\rangle,\tag{6}$$

$$K^x=\frac1{N\Omega}\sum_{\mathbf G}v(\mathbf Q+\mathbf G)\,\rho(\mathbf Q+\mathbf G)\,\rho^\dagger(\mathbf Q+\mathbf G),\qquad v(\mathbf p)=\frac{e^2}{\varepsilon_0p^2}.\tag{7}$$

In (6) momentum conservation restricts $\mathbf p$ to $\mathbf k-\mathbf k'+\mathbf G$. In (7) the factor $\langle c,\mathbf k+\mathbf Q|e^{i\mathbf p\cdot\mathbf r}|v\mathbf k\rangle$ restricts $\mathbf p$ to $\mathbf Q+\mathbf G$, and $\rho$ is read as a column vector with index $vc\mathbf k$.

The direct term leaves the spins of electron and hole unchanged. The exchange term and the vector (5) need the electron and the emptied state to have the same spin. With $D=h^c-h^v-K^d$, the Hamiltonian in the two channels $\sigma=\sigma'=\uparrow,\downarrow$ has diagonal blocks $D+K^x$ and off-diagonal blocks $K^x$, and (5) is the vector $(\rho,\rho)$. The symmetric combination $(A,A)/\sqrt2$ sees $D+2K^x$ and has overlap $2A^\dagger\rho/\sqrt2=\sqrt2\,A^\dagger\rho$ with (5). The antisymmetric combination sees $D$ and has overlap zero, and the spin-flip pairs do not occur in (5) at all. The three triplet components are therefore dark at every $\mathbf q$ as long as spin is conserved, and the singlets obey

$$H(\mathbf Q)A^\lambda=E_\lambda A^\lambda,\qquad H(\mathbf Q)=h^c(\mathbf k+\mathbf Q)-h^v(\mathbf k)-K^d+2K^x .\tag{8}$$

Inserting $\langle\lambda|\hat\rho^\dagger_{\mathbf q}|0\rangle=\sqrt2\,A^{\lambda\dagger}\rho(\mathbf q)$ in (4) gives (1). The amplitudes and energies depend on $\mathbf Q$ alone, and $\mathbf G$ enters only through the vector $\rho(\mathbf Q+\mathbf G)$, so one diagonalization serves all Brillouin zones, with the same line positions and different weights. Completeness of the $A^\lambda$ gives $\sum_\lambda s_\lambda=(2/N)\,\rho^\dagger\rho$, independent of the kernel. The resonant density response

$$\chi(\mathbf q,z)=\frac{2}{N\Omega}\,\rho^\dagger(z-H)^{-1}\rho=\frac1\Omega\sum_\lambda\frac{s_\lambda}{z-E_\lambda}\tag{9}$$

contains the same information. Since $\mathrm{Im}\,(\hbar\omega-E+i0)^{-1}=-\pi\delta(\hbar\omega-E)=-(\pi/\hbar)\,\delta(\omega-E/\hbar)$, one has $S=-(\hbar\Omega/\pi)\,\mathrm{Im}\,\chi(\mathbf q,\hbar\omega+i0)$. The loss function, with $\epsilon^{-1}=1+v\chi$, is $-\mathrm{Im}\,\epsilon^{-1}=\pi v(\mathbf q)S/(\hbar\Omega)$. It carries an extra $q^{-2}$, so a weight $q^{2n}$ in $S$ appears there as $q^{2n-2}$.

An expansion in small $\mathbf q$ meets one obstacle, the $\mathbf G=0$ term of (7). It is the product of $q^{-2}$ and two vectors that vanish linearly, so its limit is finite and depends on the direction $\hat{\mathbf n}$. It has rank one and can be removed exactly. For $\mathbf G=0$, so that $\mathbf q=\mathbf Q$ and $\rho=\rho(\mathbf q)$, write

$$H=\bar H+\frac{2v(q)}{N\Omega}\rho\rho^\dagger .\tag{10}$$

The resolvents $\mathcal G=(z-H)^{-1}$ and $\bar{\mathcal G}=(z-\bar H)^{-1}$ obey $\mathcal G=\bar{\mathcal G}+\bar{\mathcal G}(H-\bar H)\mathcal G$. Multiplying from the left by $(2/N\Omega)\rho^\dagger$ and from the right by $\rho$ gives $\chi=\bar\chi+\bar\chi v\chi$, where $\bar\chi$ is (9) built with $\bar H$. Hence

$$\chi=\frac{\bar\chi}{1-v\bar\chi}=-\frac1v+\frac1{v\,\epsilon},\qquad \epsilon=1-v\bar\chi .\tag{11}$$

The expansion can thus be made for $\bar H$, whose weights are written $\bar s_\lambda$, and the long-range term restored afterwards.

To expand $\rho$ and $\bar H$, the basis states must depend smoothly on $\mathbf Q$. Band eigenstates do not do so at degeneracies. Assume that the valence and conduction groups kept in (8) have exponentially localized Wannier functions $w_{n\mathbf R}(\mathbf r)=w_n(\mathbf r-\mathbf R)$, and take as basis $|n,\mathbf k\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|w_{n\mathbf R}\rangle$, in which $h^c$ and $h^v$ are matrices in the orbital labels, the valence term of (8) between the pairs $vc$ and $v'c$ being $-h^v_{v'v}$. Then

$$\rho_{vc\mathbf k}(\mathbf q)=\frac1N\sum_{\mathbf R\mathbf R'}e^{-i(\mathbf k+\mathbf Q)\cdot\mathbf R'}e^{i\mathbf k\cdot\mathbf R}\langle w_{c\mathbf R'}|e^{i\mathbf q\cdot\mathbf r}|w_{v\mathbf R}\rangle .$$

The substitution $\mathbf r\to\mathbf r+\mathbf R$ turns the matrix element into $e^{i\mathbf q\cdot\mathbf R}\langle w_{c\mathbf S}|e^{i\mathbf q\cdot\mathbf r}|w_{v0}\rangle$ with $\mathbf S=\mathbf R'-\mathbf R$. On lattice vectors $e^{i\mathbf q\cdot\mathbf R}=e^{i\mathbf Q\cdot\mathbf R}$, so the phases combine to $e^{-i(\mathbf k+\mathbf Q)\cdot\mathbf S}=e^{-i\mathbf k\cdot\mathbf S}e^{-i\mathbf q\cdot\mathbf S}$, and the remaining sum over $\mathbf R$ cancels $1/N$:

$$\rho_{vc\mathbf k}(\mathbf q)=\sum_{\mathbf S}e^{-i\mathbf k\cdot\mathbf S}\langle w_{c\mathbf S}|e^{i\mathbf q\cdot(\mathbf r-\mathbf S)}|w_{v0}\rangle .\tag{12}$$

Exponential decay of the Wannier functions makes (12) analytic in $\mathbf q$ near zero, and the exponential can be expanded under the sum. With $\mathbf q=q\hat{\mathbf n}$,

$$\rho=\sum_{n}q^n\rho_n,\qquad (\rho_n)_{vc\mathbf k}=\frac{i^n}{n!}\sum_{\mathbf S}e^{-i\mathbf k\cdot\mathbf S}\langle w_{c\mathbf S}|[\hat{\mathbf n}\cdot(\mathbf r-\mathbf S)]^n|w_{v0}\rangle .\tag{13}$$

The terms are Cartesian multipole moments of the interband pair densities, taken about the electron's site. The monopole $\rho_0$ vanishes because conduction and valence Wannier functions are orthogonal. $\rho_1$ is the interband dipole. $\rho_2$ is the second moment $-\tfrac12 n_in_j\langle r_ir_j\rangle$, which contains the traceless quadrupole and the trace $\langle r^2\rangle$; only tensors symmetric in all indices occur, because every index is contracted with the same $\hat{\mathbf n}$. The matrix $\bar H(\mathbf Q)$ is analytic for the same reason. The hopping matrices $h^c(\mathbf k+\mathbf Q)$ are rapidly convergent Fourier series, $\mathbf Q$ enters (6) only through the conduction overlaps and not through the argument of $W$, and $|\mathbf Q+\mathbf G|^{-2}$ is analytic for $Q$ smaller than the shortest $\mathbf G$. Hence $\bar H=H_0+qH_1(\hat{\mathbf n})+O(q^2)$, with $\mathbf Q$ a continuous parameter and the $\mathbf k$ sum a quadrature over the zone.

Let $P$ project on a degenerate multiplet of $H_0$ with energy $E$, separated from all other levels $E_\mu$. At finite $q$ the multiplet splits, and the individual eigenvectors depend on $\hat{\mathbf n}$ even as $q\to0$, but the projector on all states that grow out of it is analytic. On a small circle $C$ around $E$ that encloses no other level,

$$P(q)=\oint_C\frac{dz}{2\pi i}\,(z-\bar H)^{-1}=P+q\oint_C\frac{dz}{2\pi i}\,\mathcal G_0H_1\mathcal G_0+O(q^2),\qquad \mathcal G_0=\frac{P}{z-E}+\sum_{\mu\notin P}\frac{|\mu\rangle\langle\mu|}{z-E_\mu}.$$

The product has four terms. $PH_1P/(z-E)^2$ has a double pole with constant numerator and no residue. The term with both factors outside $P$ is analytic inside $C$. The two cross terms have simple poles, so that

$$P(q)=P+q\,(PH_1R+RH_1P)+O(q^2),\qquad R=\sum_{\mu\notin P}\frac{|\mu\rangle\langle\mu|}{E-E_\mu}.\tag{14}$$

The summed weight is $\bar s=(2/N)\rho^\dagger P(q)\rho=(2/N)|P(q)\rho|^2$, because $P(q)$ is a Hermitian projector, and

$$P(q)\rho=q\,P\rho_1+q^2\big(P\rho_2+PH_1R\rho_1+RH_1P\rho_1\big)+O(q^3).\tag{15}$$

A dipole-allowed multiplet has $P\rho_1\ne0$ and $\bar s\propto q^2$. A dipole-dark one has $P\rho_1=0$ for all $\hat{\mathbf n}$; the first and the last term of (15) drop out, and $\bar s=\bar c\,q^4$ with $\bar c$ as in (3). A linear splitting $PH_1P$, possible without inversion symmetry, does not enter $\bar c$. The next term is $q^6$, with or without inversion symmetry. Without spin-orbit coupling and magnetic field the one-particle Hamiltonians and the interactions are real, so complex conjugation maps pair states of momentum $\mathbf Q$ onto those of $-\mathbf Q$, turns $e^{i\mathbf q\cdot\mathbf r}$ into $e^{-i\mathbf q\cdot\mathbf r}$ and $\bar H(\mathbf Q)$ into $\bar H(-\mathbf Q)$, and maps the isolated multiplet onto itself; hence $\bar s(-\mathbf q)=\bar s(\mathbf q)$. A $q^5$ term needs both time reversal and inversion to be broken.

The amplitude has two parts. $P\rho_2$ is the second moment of the pair densities weighted with the $\mathbf Q=0$ amplitudes. $PH_1R\rho_1$ is a dipole borrowed from bright excitons, which mix in at order $q$ as the exciton acquires momentum. The division between them is a matter of basis. Let the pair basis be changed by a unitary $U=1+iq\,\Xi+O(q^2)$ with Hermitian $\Xi$, as happens when the Wannier gauge is changed or, for a bound exciton in the limit of a dense $\mathbf k$ mesh, when the phase $e^{i\mathbf Q\cdot\mathbf R}$ is attached to the hole's site and not to the electron's. From $\rho\to U\rho$ and $\bar H\to U\bar HU^\dagger$,

$$\rho_2\to\rho_2+i\Xi\rho_1,\qquad H_1\to H_1+i[\Xi,H_0].$$

Using $PH_0=EP$, the identity $(H_0-E)R=-(1-P)$ and $P\rho_1=0$, the mixing term changes by

$$iP(\Xi H_0-E\,\Xi)R\rho_1=iP\,\Xi\,(H_0-E)R\rho_1=-iP\,\Xi\,\rho_1,$$

which cancels the change $+iP\Xi\rho_1$ of $P\rho_2$. Only the sum has a meaning.

The sum is itself a multipole moment, that of the exciton as a whole. Choose an orthonormal basis $|i\mathbf Q\rangle$ of the range of $P(\mathbf Q)$, analytic in $\mathbf Q$ near zero, by orthonormalizing $P(\mathbf Q)|i\rangle$ symmetrically. In the limit of a large crystal form the wave packets $|W_i\rangle=N^{-1/2}\sum_{\mathbf Q}f(\mathbf Q)|i\mathbf Q\rangle$, with a smooth window $f$ equal to one near $\mathbf Q=0$ and zero outside a region in which the multiplet is isolated and this basis is analytic, and their transition densities $n_i(\mathbf r)=\langle W_i|\hat n(\mathbf r)|0\rangle$. Since $\hat\rho^\dagger_{\mathbf q}=\int\hat n(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r$ selects one $\mathbf Q$, where $f=1$ one has

$$\int n_i(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r=N^{-1/2}\langle i\mathbf Q|\hat\rho^\dagger_{\mathbf q}|0\rangle,\qquad \bar s(\mathbf q)=\sum_i\Big|\int n_i(\mathbf r)\,e^{i\mathbf q\cdot\mathbf r}d^3r\Big|^2 .\tag{16}$$

The Fourier transform of $n_i$ is smooth, so $n_i$ is localized and all its moments exist. Expanding the exponential, the charge of $n_i$ is zero, its dipole is zero for a dark multiplet, and

$$\bar c=\tfrac14\sum_i\Big|\int n_i(\mathbf r)\,(\hat{\mathbf n}\cdot\mathbf r)^2d^3r\Big|^2 .\tag{17}$$

The lowest nonvanishing moment of a distribution does not depend on the origin, since a shift of origin adds only multiples of lower moments. In this sense the dark exciton is reached by a multipole transition, and (3) is the way to compute the moment (17) from quantities at $\mathbf Q=0$. The moment is not the matrix element of $r_ir_j$ between band states alone.

Which moment is the lowest is decided by the point group $\mathcal P$. Assume a symmorphic space group and Wannier functions that transform into one another about the origin, $g\,w_n=\sum_m w_m\Gamma_{mn}(g)$ with $(gw)(\mathbf r)=w(g^{-1}\mathbf r)$ and unitary $\Gamma$. Then $g|n,\mathbf k\rangle=\sum_m\Gamma_{mn}|m,g\mathbf k\rangle$. Rotating all three factors of (2) leaves the integral unchanged and turns $e^{i\mathbf q\cdot\mathbf r}$ into $e^{i(g\mathbf q)\cdot\mathbf r}$, so $\rho_{vc\mathbf k}(\mathbf q)=\sum_{c'v'}\Gamma^{c\,*}_{c'c}\Gamma^v_{v'v}\,\rho_{v'c',g\mathbf k}(g\mathbf q)$. Inverting with unitarity,

$$\rho(g\mathbf q)=D(g)\rho(\mathbf q),\qquad [D(g)x]_{v'c',g\mathbf k}=\sum_{vc}\Gamma^c_{c'c}\Gamma^{v\,*}_{v'v}\,x_{vc\mathbf k},\tag{18}$$

with $D(g)$ independent of $\mathbf Q$. The same rotation applied to the matrix elements in (8) gives $H(g\mathbf Q)=D(g)H(\mathbf Q)D^\dagger(g)$, and likewise for $\bar H$ and for $P(\mathbf q)$.

Without long-range exchange, the summed weight of an isolated dipole-dark multiplet is $\bar c\,q^4$ to leading order, with $\bar c$ set by a second moment of the exciton as a whole, and (18) gives the action of the point group on the problem. It remains to draw the selection rules and powers of $q$ from that symmetry, restore the long-range exchange, treat $\mathbf G\ne0$, and test the formulas on a model.
